# Wigner Tunnelling Factors for Hydrogen and Deuterium in Beta-Hydride Elimination: a numerical check

```python
"""
Result under test: the lowest-order Wigner tunnelling factor
    kappa = 1 + u**2/24,   u = hbar*omega/(k_B*T),
is 1.43 for H and 1.21 for D when the H barrier mode is 1000i cm^-1,
T = 450 K, and omega scales as 1/sqrt(isotope mass).
Symbols: omega = magnitude of the imaginary angular frequency;
e = energy from the top of a parabolic barrier in units hbar*omega;
P = transmission probability; v = Eckart barrier height/(hbar*omega).
Scaled length is x*sqrt(m*omega/hbar). The Eckart barrier is
V0*sech(x/L)**2, with curvature matched to the given mode.
The barrier height and C-H stretch wavenumber are rough model inputs.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import expit


def wigner(u):
    return 1 + u**2 / 24


def parabola_closed(u):
    return (u / 2) / math.sin(u / 2)


def parabola_average(u):
    """Thermal average of transmission divided by the classical flux."""
    def integrand(e):
        return u * math.exp(-u * e) * expit(2 * math.pi * e)
    below = quad(integrand, -12, 0, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    above = quad(integrand, 0, 40 / u, epsabs=1e-12, epsrel=1e-11,
                 limit=300)[0]
    return below + above


def numerical_transmission(k2, dk2, edge):
    """Integrate psi'' = -k2*psi back from a purely transmitted wave."""
    k = math.sqrt(k2(edge))
    psi = 1 / math.sqrt(k) + 0j
    slope = (1j * k - dk2(edge) / (4 * k2(edge))) * psi
    sol = solve_ivp(lambda x, y: [y[1], -k2(x) * y[0]], (edge, -edge),
                    [psi, slope], method="DOP853", rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, slope = sol.y[:, -1]
    k = math.sqrt(k2(-edge))
    corrected = slope + dk2(-edge) / (4 * k2(-edge)) * psi
    incoming = math.sqrt(k) / 2 * (psi + corrected / (1j * k))
    return 1 / abs(incoming)**2


def eckart_transmission(energy, v):
    """Energy is measured from the asymptote in units hbar*omega."""
    s = np.sinh(2 * np.pi * np.sqrt(energy * v))**2
    c = math.cosh(math.pi / 2 * math.sqrt(16 * v**2 - 1))**2
    return s / (s + c)


def eckart_average(u, v, points):
    energy = np.linspace(0, v + 40 / u, points)
    weight = u * np.exp(-u * (energy - v))
    return simpson(weight * eckart_transmission(energy, v), x=energy)


def unstable_frequency(light, heavy):
    """Two-body unstable mode for a force constant of minus one."""
    root = math.sqrt(light * heavy)
    hessian = -np.array([[1 / light, -1 / root], [-1 / root, 1 / heavy]])
    return math.sqrt(-np.linalg.eigvalsh(hessian)[0])


# Model inputs and unit conversions
wavenumber = 1000.0
temperature = 450.0
barrier_ev = 1.2
stretch_wavenumber = 2900.0
carbon_mass = 12.0
ev_per_cm = const.h * const.c * 100 / const.e
k_ev = const.k / const.e
electron_u = const.physical_constants["electron mass in u"][0]
mass_h = const.physical_constants["proton mass in u"][0] + electron_u
mass_d = const.physical_constants["deuteron mass in u"][0] + electron_u
mass_ratio = mass_d / mass_h
thermal_ev = k_ev * temperature
quantum_h = wavenumber * ev_per_cm
quantum_d = quantum_h / math.sqrt(mass_ratio)
u_h, u_d = quantum_h / thermal_ev, quantum_d / thermal_ev
kappa_h, kappa_d = wigner(u_h), wigner(u_d)

# Transmission through a parabola: wave equation against the derived law
parabola_error = 0.0
for e in (-0.6, -0.2, 0.0, 0.3, 0.7):
    found = numerical_transmission(lambda x: x*x + 2*e, lambda x: 2*x, 20.0)
    parabola_error = max(parabola_error,
                         abs(found - 1 / (1 + math.exp(-2 * math.pi * e))))
assert parabola_error < 1e-4

# Thermal integral and its first two expansion coefficients
for u in (0.5, u_d, u_h):
    assert abs(parabola_average(u) - parabola_closed(u)) < 1e-8
second_coefficient = (parabola_average(0.1) - 1) / 0.1**2
assert abs(second_coefficient - 1 / 24) < 2e-5
fourth_coefficient = (parabola_average(0.5) - 1 - 0.5**2 / 24) / 0.5**4
assert abs(fourth_coefficient - 7 / 5760) < 2e-5


def density(e):
    return math.pi / (2 * math.cosh(math.pi * e)**2)


moments = [2 * quad(lambda e: e**n * density(e), 0, 12)[0]
           for n in (0, 2, 4)]
assert np.allclose(moments, [1, 1 / 12, 7 / 240], atol=1e-9)

# Isotope scaling from diagonalization, then the requested factors
fixed_frame_ratio = (unstable_frequency(mass_d, 1e9)
                     / unstable_frequency(mass_h, 1e9))
assert abs(fixed_frame_ratio - 1 / math.sqrt(mass_ratio)) < 1e-7
numeric_h = 1 + second_coefficient * u_h**2
numeric_d = 1 + second_coefficient * (u_h * fixed_frame_ratio)**2
assert abs(numeric_h - 1.43) < 0.005
assert abs(numeric_d - 1.21) < 0.005
assert abs(kappa_h - numeric_h) < 2e-4
assert abs(kappa_d - numeric_d) < 2e-4

# Motion of a carbon partner, keeping the H mode at its given value
moving_ratio = (unstable_frequency(mass_d, carbon_mass)
                / unstable_frequency(mass_h, carbon_mass))
moving_formula = math.sqrt((1 / mass_d + 1 / carbon_mass)
                           / (1 / mass_h + 1 / carbon_mass))
assert abs(moving_ratio - moving_formula) < 1e-12
kappa_d_moving = wigner(u_h * moving_ratio)

# Finite barrier: test its transmission law by the wave equation
v_h, v_d = barrier_ev / quantum_h, barrier_ev / quantum_d
width = math.sqrt(2 * v_h)
eckart_error = 0.0
for offset in (-0.5, 0.0, 0.5):
    e = v_h + offset

    def k2(x):
        return 2 * (e - v_h / math.cosh(x / width)**2)

    def dk2(x):
        return 4 * v_h * math.tanh(x / width) / math.cosh(x/width)**2 / width

    found = numerical_transmission(k2, dk2, 8 * width)
    eckart_error = max(eckart_error, abs(found - eckart_transmission(e, v_h)))
assert eckart_error < 1e-4
eckart_h = eckart_average(u_h, v_h, 8001)
eckart_d = eckart_average(u_d, v_d, 8001)
grid_shift = max(abs(eckart_h - eckart_average(u_h, v_h, 4001)),
                 abs(eckart_d - eckart_average(u_d, v_d, 4001)))
assert grid_shift < 1e-6
assert eckart_h > kappa_h and eckart_d > kappa_d

# Zero-point scale for complete loss of one reactant stretch
stretch_h = stretch_wavenumber * ev_per_cm
stretch_d = stretch_h / math.sqrt(mass_ratio)
zero_point_ev = (stretch_h - stretch_d) / 2
zero_point_factor = math.exp(zero_point_ev / thermal_ev)
levels = np.arange(60) + 0.5
partition_h = np.exp(-levels * stretch_h / thermal_ev).sum()
partition_d = np.exp(-levels * stretch_d / thermal_ev).sum()
level_sum_factor = partition_d / partition_h
# The estimate omits excited levels, whose population is of order 0.001.
assert abs(level_sum_factor / zero_point_factor - 1) < 0.003

# Dimensional quantities for the example
omega_h = 2 * math.pi * const.c * 100 * wavenumber
force_si = mass_h * const.atomic_mass * omega_h**2
force_ev_a2 = force_si * const.angstrom**2 / const.e
width_a = math.sqrt(2 * barrier_ev / force_ev_a2)
crossover_h = quantum_h / (2 * math.pi * k_ev)
crossover_d = quantum_d / (2 * math.pi * k_ev)

print(f"H mode wavenumber magnitude: {wavenumber:.0f} cm^-1")
print(f"Temperature: {temperature:.0f} K")
print(f"H mode quantum: {quantum_h:.5f} eV")
print(f"D mode quantum: {quantum_d:.5f} eV")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"H atomic mass: {mass_h:.5f} u")
print(f"D atomic mass: {mass_d:.5f} u")
print(f"D/H mass ratio: {mass_ratio:.5f} (no unit)")
print(f"D/H frequency ratio: {fixed_frame_ratio:.5f} (no unit)")
print(f"u for H: {u_h:.4f} (no unit)")
print(f"u for D: {u_d:.4f} (no unit)")
print(f"u squared for H: {u_h**2:.4f} (no unit)")
print(f"u squared for D: {u_d**2:.4f} (no unit)")
print(f"Wigner factor H: {kappa_h:.4f} (no unit)")
print(f"Wigner factor D: {kappa_d:.4f} (no unit)")
print(f"Wigner factor H, rounded: {kappa_h:.2f} (no unit)")
print(f"Wigner factor D, rounded: {kappa_d:.2f} (no unit)")
print(f"Wigner H/D ratio: {kappa_h/kappa_d:.4f} (no unit)")
print(f"Ratio of H/D excesses over 1: {(kappa_h-1)/(kappa_d-1):.5f}")
print(f"Numerical u^2 coefficient: {second_coefficient:.6f} (no unit)")
print(f"Numerical u^4 coefficient: {fourth_coefficient:.6f} (no unit)")
print(f"Next term H: {7*u_h**4/5760:.4f} (no unit)")
print(f"Next term D: {7*u_d**4/5760:.4f} (no unit)")
print(f"Full parabola factor H: {parabola_closed(u_h):.4f} (no unit)")
print(f"Full parabola factor D: {parabola_closed(u_d):.4f} (no unit)")
print("Full parabola H/D ratio: "
      f"{parabola_closed(u_h)/parabola_closed(u_d):.4f} (no unit)")
print(f"Parabola crossover temperature H: {crossover_h:.1f} K")
print(f"Parabola crossover temperature D: {crossover_d:.1f} K")
print(f"Rough barrier height: {barrier_ev:.1f} eV")
print(f"Force constant magnitude: {force_ev_a2:.3f} eV/angstrom^2")
print(f"Eckart length L: {width_a:.3f} angstrom")
print(f"Eckart factor H: {eckart_h:.4f} (no unit)")
print(f"Eckart factor D: {eckart_d:.4f} (no unit)")
print(f"Eckart H/D ratio: {eckart_h/eckart_d:.4f} (no unit)")
print(f"Largest Eckart grid shift: {grid_shift:.1e} (no unit)")
print(f"Largest parabola transmission error: {parabola_error:.1e}")
print(f"Largest Eckart transmission error: {eckart_error:.1e}")
print(f"Carbon partner mass: {carbon_mass:.0f} u")
print(f"D/H frequency ratio, moving carbon: {moving_ratio:.4f}")
print(f"Wigner factor D, moving carbon: {kappa_d_moving:.4f}")
print(f"Rough C-H stretch: {stretch_wavenumber:.0f} cm^-1")
print(f"H-D zero-point difference: {zero_point_ev:.4f} eV")
print(f"Zero-point H/D rate factor: {zero_point_factor:.2f} (no unit)")
print(f"Level-sum H/D rate factor: {level_sum_factor:.2f} (no unit)")
for t in (400.0, 550.0):
    print(f"Wigner factor H at {t:.0f} K: {wigner(quantum_h/(k_ev*t)):.4f}")
    print(f"Wigner factor D at {t:.0f} K: {wigner(quantum_d/(k_ev*t)):.4f}")
print("no test failed")
```

It prints:

```
H mode wavenumber magnitude: 1000 cm^-1
Temperature: 450 K
H mode quantum: 0.12398 eV
D mode quantum: 0.08770 eV
Thermal energy: 0.03878 eV
H atomic mass: 1.00783 u
D atomic mass: 2.01410 u
D/H mass ratio: 1.99846 (no unit)
D/H frequency ratio: 0.70738 (no unit)
u for H: 3.1973 (no unit)
u for D: 2.2617 (no unit)
u squared for H: 10.2226 (no unit)
u squared for D: 5.1152 (no unit)
Wigner factor H: 1.4259 (no unit)
Wigner factor D: 1.2131 (no unit)
Wigner factor H, rounded: 1.43 (no unit)
Wigner factor D, rounded: 1.21 (no unit)
Wigner H/D ratio: 1.1754 (no unit)
Ratio of H/D excesses over 1: 1.99846
Numerical u^2 coefficient: 0.041679 (no unit)
Numerical u^4 coefficient: 0.001223 (no unit)
Next term H: 0.1270 (no unit)
Next term D: 0.0318 (no unit)
Full parabola factor H: 1.5993 (no unit)
Full parabola factor D: 1.2499 (no unit)
Full parabola H/D ratio: 1.2795 (no unit)
Parabola crossover temperature H: 229.0 K
Parabola crossover temperature D: 162.0 K
Rough barrier height: 1.2 eV
Force constant magnitude: 3.706 eV/angstrom^2
Eckart length L: 0.805 angstrom
Eckart factor H: 1.5989 (no unit)
Eckart factor D: 1.2549 (no unit)
Eckart H/D ratio: 1.2741 (no unit)
Largest Eckart grid shift: 4.4e-16 (no unit)
Largest parabola transmission error: 1.4e-06
Largest Eckart transmission error: 5.9e-09
Carbon partner mass: 12 u
D/H frequency ratio, moving carbon: 0.7342
Wigner factor D, moving carbon: 1.2296
Rough C-H stretch: 2900 cm^-1
H-D zero-point difference: 0.0526 eV
Zero-point H/D rate factor: 3.88 (no unit)
Level-sum H/D rate factor: 3.89 (no unit)
Wigner factor H at 400 K: 1.5391
Wigner factor D at 400 K: 1.2697
Wigner factor H at 550 K: 1.2851
Wigner factor D at 550 K: 1.1427
no test failed
```
